# How does ground-state positronium respond to a static magnetic field?

## Question

In positronium the electron and the positron each carry a magnetic moment of one Bohr magneton. In the triplet state with $m=+1$ both spins are parallel, so I expected the two moments to add. The $m=\pm1$ levels would then move linearly, by $\pm 28$ GHz per tesla, twice the slope found when one light particle carries nearly all the moment, as in muonium.

Is that right? And does a static field change the lifetime of ortho-positronium, or just its energy?

## Answer

The moments do not add. For parallel spins they cancel, because the two charges are opposite. The ground triplet therefore has no linear Zeeman effect, and its $m=\pm1$ members have no spin shift at all. The $m=0$ triplet state mixes with the singlet. That moves it quadratically in a weak field and shortens its lifetime, about sixfold at 0.5 T.

I use Hartree atomic units in the algebra, with $g=2$ and $\mu_B=\tfrac12$, so $g\mu_B=1$. Results are in GHz, tesla and nanoseconds. Zero-field quantities are taken at lowest order in $\alpha$. The field is weak on the atomic scale, so the atom stays in its 1s orbital.

### The orbital motion

First consider whether the orbital motion can supply a linear term. With $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$,

$$H=\tfrac12\boldsymbol\pi_e^2+\tfrac12\boldsymbol\pi_p^2-\frac1r,\qquad \boldsymbol\pi_e=\mathbf p_e+\mathbf A(\mathbf r_e),\quad \boldsymbol\pi_p=\mathbf p_p-\mathbf A(\mathbf r_p).$$

Let $\mathbf r=\mathbf r_e-\mathbf r_p$ and $\mathbf R=\tfrac12(\mathbf r_e+\mathbf r_p)$, with conjugate momenta $\mathbf p$ and $\mathbf P$. Then $\mathbf p_e=\tfrac12\mathbf P+\mathbf p$ and $\mathbf p_p=\tfrac12\mathbf P-\mathbf p$, so

$$\boldsymbol\pi_{e}=\tfrac12\mathbf P+\tfrac14\mathbf B\times\mathbf r+(\mathbf p+\tfrac12\mathbf B\times\mathbf R),\qquad
\boldsymbol\pi_{p}=\tfrac12\mathbf P+\tfrac14\mathbf B\times\mathbf r-(\mathbf p+\tfrac12\mathbf B\times\mathbf R).$$

In the sum of squares the cross terms cancel:

$$\tfrac12(\boldsymbol\pi_e^2+\boldsymbol\pi_p^2)=(\tfrac12\mathbf P+\tfrac14\mathbf B\times\mathbf r)^2+(\mathbf p+\tfrac12\mathbf B\times\mathbf R)^2 .$$

Now write $\Psi=e^{i(\mathbf K+\frac12\mathbf B\times\mathbf r)\cdot\mathbf R}\,\phi(\mathbf r)$, where $\mathbf K$ is the conserved pseudomomentum. Acting on the phase, $\mathbf P$ gives $\mathbf K+\tfrac12\mathbf B\times\mathbf r$. Since $(\mathbf B\times\mathbf r)\cdot\mathbf R=\mathbf r\cdot(\mathbf R\times\mathbf B)$, $\mathbf p$ gives an extra $-\tfrac12\mathbf B\times\mathbf R$, which cancels the term in the second bracket. Hence $\phi$ obeys

$$H_{\rm rel}=\mathbf p^2-\frac1r+\tfrac14(\mathbf K+\mathbf B\times\mathbf r)^2 .$$

There is no $\mathbf B\cdot\mathbf L$ term. The cross term $\tfrac12\mathbf K\cdot(\mathbf B\times\mathbf r)$, present when the atom moves across the field, is odd in $\mathbf r$. It has no first-order effect in an S state and does not involve the spins. I set $\mathbf K=0$ from here on.

The ground state is $\psi=e^{-r/2}/\sqrt{8\pi}$. Indeed $-\psi''-2\psi'/r=-\psi/4+\psi/r$, so the energy is $-\tfrac14$. What remains of the field is $\tfrac14B^2\rho^2$, with $\rho$ the distance from the field axis through the relative origin. With $\langle r^2\rangle=\tfrac12\int_0^\infty r^4e^{-r}dr=12$ and $\langle\rho^2\rangle=\tfrac23\langle r^2\rangle=8$, the diamagnetic shift is $2B^2$. It is the same for all four spin states and amounts to 0.24 MHz at 1 T. "No shift" below means no spin shift.

### The spin Hamiltonian

The moments are $\boldsymbol\mu_e=-\mathbf s_e$ and $\boldsymbol\mu_p=+\mathbf s_p$. Therefore

$$H_Z=-\mathbf B\cdot(\boldsymbol\mu_e+\boldsymbol\mu_p)=\mathbf B\cdot(\mathbf s_e-\mathbf s_p).$$

Exchanging the two spins reverses the sign of $H_Z$, while every triplet state is unchanged. Each matrix element of $H_Z$ between two triplet states thus equals its own negative and is zero. This holds for any field direction, so the linear effect is absent from the whole triplet.

In muonium the heavier particle's moment is smaller by $m_e/m_\mu$. The $m=+1$ state then has slope $\tfrac12(1-m_e/m_\mu)$, or 13.9 GHz/T. The linear effect there survives because the two moments are unequal.

### The zero-field splitting

Two terms separate the triplet from the singlet.

*Contact interaction.* The positron's moment has vector potential $\alpha^2\nabla\times(\boldsymbol\mu_p/r)$. Since $1/r$ has Fourier transform $4\pi/k^2$, the field is $4\pi\alpha^2[\boldsymbol\mu_p-\hat{\mathbf k}(\hat{\mathbf k}\cdot\boldsymbol\mu_p)]$ in Fourier space. An S-state density is spherical, so one averages over $\hat{\mathbf k}$ and the bracket becomes $\tfrac23\boldsymbol\mu_p$. With $|\psi(0)|^2=1/(8\pi)$,

$$-\boldsymbol\mu_e\cdot\mathbf B_p\;\to\;\frac{8\pi}{3}\alpha^2|\psi(0)|^2\,\mathbf s_e\cdot\mathbf s_p=\frac{\alpha^2}{3}\,\mathbf s_e\cdot\mathbf s_p .$$

Because $\mathbf s_e\cdot\mathbf s_p$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, this contributes $\alpha^2/3$ to the splitting.

*Virtual annihilation.* The pair can turn into one virtual photon and back. Use units $m=\hbar=c=1$ for this step, in which $|\psi(0)|^2=\alpha^3/(8\pi)$ and the squared charge is $4\pi\alpha$. In the Feynman gauge all three space components of the annihilation current couple to the virtual photon in the same way, and the time component vanishes for a pair at rest. For a photon of frequency $\omega$, the two time orderings have as intermediate states the photon alone, or the photon with two pairs:

$$\frac1{2\omega}\left[\frac1{2-\omega}+\frac1{-2-\omega}\right]=\frac1{4-\omega^2}\;\to\;\frac14\quad(\omega\to0).$$

For a pair at rest the annihilation current is $\mathrm{Tr}(\boldsymbol\sigma A)$, where the spin matrix $A$ is $1/\sqrt2$ for the singlet and $\sigma_j/\sqrt2$ for the triplet. The singlet gives zero; the triplet gives a vector of length $\sqrt2$. The triplet is raised by $\frac{\alpha^3}{8\pi}\cdot4\pi\alpha\cdot2\cdot\frac14=\frac{\alpha^4}{4}$, which is $\alpha^2/4$ hartree.

Together,

$$\Delta=E_t-E_s=\frac{\alpha^2}3+\frac{\alpha^2}4=\frac{7\alpha^2}{12},$$

or $116.8+87.6=204.4$ GHz.

### The levels in the field

Take the $z$ axis along $\mathbf B$. In the $m=\pm1$ states $s_{ez}=s_{pz}$, so $H_Z$ gives zero on them. They are eigenstates of the spin Hamiltonian at every field strength, with energy $E_t$.

For $m=0$, $s_{ez}-s_{pz}$ is $+1$ on $|\!\uparrow\downarrow\rangle$ and $-1$ on $|\!\downarrow\uparrow\rangle$. It therefore turns $|T_0\rangle=(|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle)/\sqrt2$ into $|S\rangle=(|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle)/\sqrt2$, and back. In the basis $(T_0,S)$, with $x=2B/\Delta$,

$$H=\begin{pmatrix}E_t&B\\B&E_s\end{pmatrix}=\frac{E_t+E_s}2+\frac\Delta2\begin{pmatrix}1&x\\x&-1\end{pmatrix}.$$

The last matrix squares to $1+x^2$ times the identity and has zero trace, so its eigenvalues are $\pm\sqrt{1+x^2}$:

$$E_\pm=\frac{E_t+E_s}2\pm\frac\Delta2\sqrt{1+x^2}.$$

The upper, triplet-like state rises by

$$E_+-E_t=\frac\Delta2\left(\sqrt{1+x^2}-1\right)\approx\frac{\Delta x^2}4=\frac{B^2}\Delta\qquad(x\ll1),$$

and the singlet-like state falls by the same amount. For $x\gg1$ the $m=0$ energies do become linear, with slopes $\pm1$, or $\pm28$ GHz/T. The field has then decoupled the spins into $\uparrow\downarrow$ and $\downarrow\uparrow$, where the moments add. The crossover $x=1$ lies at 3.65 T. So your slope does occur, but in strong fields and for $m=0$.

To find the mixing, set $x=\tan2\theta$. The matrix becomes

$$\sqrt{1+x^2}\begin{pmatrix}\cos2\theta&\sin2\theta\\\sin2\theta&-\cos2\theta\end{pmatrix},$$

whose upper eigenvector is $(\cos\theta,\sin\theta)$. Its singlet weight is

$$b=\sin^2\theta=\frac{1-\cos2\theta}2=\frac12\left(1-\frac1{\sqrt{1+x^2}}\right)\approx\frac{x^2}4 .$$

### Why the lifetime changes

Charge conjugation $C$ decides how each state decays. It interchanges the particle and antiparticle creation operators. Restoring their order gives $-1$. In an S state, relabelling the spins gives $+1$ for the triplet and $-1$ for the singlet. So the triplet has $C=-1$ and the singlet $C=+1$. A photon has $C=-1$, because the current it couples to changes sign. The singlet can decay to two photons but not three; the triplet can decay to three but not two. One real photon is excluded by momentum conservation.

The zero-field rates follow from the tree amplitudes $M_n$ for a pair at rest. In units $m=\hbar=c=1$,

$$\Gamma_n=\frac{|\psi(0)|^2}{4}\,\frac1{n!}\int\sum_{\rm pol}|M_n|^2\,d\Phi_n ,$$

where $d\Phi_n$ is the $n$-photon phase space, the factor $\tfrac14$ is the flux factor $1/(4E_eE_p)$, and the triplet rate is averaged over its three spin states. I do not work out these traces here. The numerical check evaluates them with explicit Dirac matrices and confirms, in atomic units,

$$\Gamma_p=\frac{\alpha^3}2,\qquad \Gamma_o=\frac{2(\pi^2-9)}{9\pi}\alpha^4 .$$

The lifetimes are 0.124 ns for para and 139 ns for ortho, a ratio of 1114. The mixing argument itself holds for any two rates that are small compared with $\Delta$.

Since the singlet and the triplet decay to different final states, the decay matrix has no cross term between them. Decay is included by replacing $E_t\to E_t-\tfrac i2\Gamma_o$ and $E_s\to E_s-\tfrac i2\Gamma_p$. The difference of the diagonal elements becomes $\Delta+i\eta$ with $\eta=\tfrac12(\Gamma_p-\Gamma_o)$, and the upper eigenvalue is

$$\lambda_+=\frac{E_t+E_s}2-\frac i4(\Gamma_o+\Gamma_p)+\frac12\sqrt{(\Delta+i\eta)^2+4B^2}.$$

To first order in $\eta$ the root is $\sqrt{\Delta^2+4B^2}+i\eta/\sqrt{1+x^2}$. The decay rate is $\Gamma'=-2\,\mathrm{Im}\,\lambda_+$, so

$$\Gamma'=\frac{\Gamma_o+\Gamma_p}2-\frac{\Gamma_p-\Gamma_o}{2\sqrt{1+x^2}}=(1-b)\Gamma_o+b\,\Gamma_p .$$

The next imaginary term is of third order in $\eta$. It changes $\Gamma'$ by a fraction of less than $(\eta/\Delta)^2\approx10^{-5}$.

A small singlet weight is enough to matter because it is multiplied by the much larger para rate. The $m=0$ ortho rate doubles when $b(\Gamma_p-\Gamma_o)=\Gamma_o$, that is at $b=9.0\times10^{-4}$, which needs 0.22 T. For $x\gg1$, $b\to\tfrac12$ and the lifetime tends to about twice that of para-positronium.

The $m=\pm1$ states acquire no singlet part and keep the full ortho lifetime. This is for free atoms in vacuum; in a gas or solid, pick-off annihilation and spin exchange with surrounding electrons add decay channels for all three ortho states, and they are not included here. The field quenches one third of the ortho states, not all of them.

### Numbers

At $B=0.5$ T, $x=0.27392\times0.5=0.13696$ and $b=4.6245\times10^{-3}$. Then

$$\frac{\Gamma'}{\Gamma_o}=1+b\left(\frac{\Gamma_p}{\Gamma_o}-1\right)=1+4.6245\times10^{-3}\times1113=6.15,$$

so the lifetime is $138.7/6.15=22.6$ ns. The fraction decaying to two photons is $b\Gamma_p/\Gamma'=4.62\times10^{-3}\times1114/6.15=0.84$. For the triplet-like $m=0$ state at several fields:

| $B$ (T) | shift (GHz) | lifetime (ns) | two-photon fraction |
|---|---|---|---|
| 0.1 | 0.038 | 115 | 0.17 |
| 0.2 | 0.153 | 75.6 | 0.45 |
| 0.5 | 0.954 | 22.6 | 0.84 |
| 1 | 3.76 | 6.68 | 0.95 |
| 10 | 196 | 0.378 | 0.998 |

From 0.1 to 0.2 T the shift grows fourfold, as a quadratic law requires. The neglected radiative corrections start at relative order $\alpha$, and for the ortho rate the coefficient is large, about $-10.3\,\alpha/\pi$ or $-2.4\%$. They move the ortho lifetime from 139 to 142 ns, $\Delta$ from 204.4 to 203.4 GHz and the rate ratio from 1114 to about 1135, in line with measurement. In the table the shifts then change by under 1% and the lifetimes by up to 2% (115 becomes 117 ns at 0.1 T), and the surviving fractions below rise by about 2%, to 0.250 and 0.371. The digits shown serve to follow the lowest-order arithmetic, not to predict a measurement.

An unpolarized sample puts one quarter of the atoms in each of the four states. After 100 ns at 0.5 T the singlet-like quarter is gone, and the surviving fraction is

$$\tfrac24e^{-100/138.7}+\tfrac14e^{-100/22.6}=0.243+0.003=0.246 .$$

Without the field it is $\tfrac34e^{-100/138.7}=0.365$. The ratio is close to $\tfrac23$: the $m=0$ third of the ortho atoms has almost vanished, while the $m=\pm1$ atoms decay as if the field were absent.

The program also diagonalizes the four-state Hamiltonian with and without decay, and propagates this unpolarized sample directly. Both agree with the formulas above.

## Calculated quantities

```
Positronium 1s, lowest order in alpha, g = 2
fine-structure constant alpha = 0.00729735
contact part of splitting = 116.792 GHz
annihilation part of splitting = 87.594 GHz
splitting D = 204.387 GHz = 3.10633e-05 hartree
para lifetime = 0.12449 ns
ortho lifetime = 138.67 ns
ortho rate, phase-space integral / closed form = 0.999992
rate ratio para/ortho = 1113.9
para width / splitting = 0.00625
m=0 coupling per field = 27.9925 GHz/T
x per field = 0.27392 per T
field where x = 1: 3.6507 T
linear slope, muonium m=+1: 13.9286 GHz/T
largest m=+1,-1 spin shift up to 10 T: 0.0e+00 GHz
<rho^2> = 8.000000 bohr^2
common diamagnetic shift at 1 T = 0.2382 MHz
Triplet-like m=0 state:
B (T) | x | singlet weight b | shift (GHz) | lifetime (ns) | 2-photon part
  0.1 | 0.02739 | 1.8747e-04 | 0.03833 | 114.7358 | 0.1728
  0.2 | 0.05478 | 7.4862e-04 | 0.15324 | 75.6483 | 0.4549
  0.5 | 0.13696 | 4.6245e-03 | 0.95400 | 22.5613 | 0.8381
  1.0 | 0.27392 | 1.7764e-02 | 3.76447 | 6.6768 | 0.9527
  3.0 | 0.82175 | 1.1370e-01 | 30.07796 | 1.0873 | 0.9931
 10.0 | 2.73917 | 3.2853e-01 | 195.80236 | 0.3782 | 0.9982
weak-field shift B^2/D at 1 T = 3.83381 GHz
singlet weight that doubles the m=0 ortho rate = 8.9856e-04
field that halves the m=0 ortho lifetime = 0.2192 T
same field from complex eigenvalues = 0.2192 T
Unpolarized sample, B = 0.5 T, t = 100 ns:
surviving fraction at zero field = 0.36466
surviving fraction in the field = 0.24608
of which m=+1 and m=-1 = 0.24310
of which m=0 = 0.00297
```
